\section*{Hydrostatic Strain, Silicon's Optical Phonons and Their Grüneisen Parameter, part 2}

Strain in silicon is read from a Raman line near $520\ \mathrm{cm^{-1}}$, behind which lie three optical phonons. In these, the two sublattices of the crystal vibrate against each other with relative displacement $\mathbf u$. We want to know how strain changes their angular frequencies $\omega$.

The tensor strain components $e_{ij}=e_{ji}$ refer to the cube axes $x,y,z$ (labels 1, 2, 3). For hydrostatic strain, $e_{11}=e_{22}=e_{33}=e$ without shear, and $e$ is a single number; in $\mathrm{tr}\,e$ it is the strain matrix. $I$ is the unit matrix. The constants $p,q,r$ are the phonon deformation potentials, with the unit of frequency squared. They include the relaxation of the atoms within the cell.

The symmetry operations of the crystal include half-turns about the three cube axes. The one about $z$ reverses the $x$ and $y$ components of a vector, so it multiplies a tensor component by $(-1)^{n_1+n_2}$, where $n_1$ and $n_2$ count the labels 1 and 2 among its indices. The other two act likewise.

The results were tested on a model diamond crystal with unit bond length. With $\mathbf b_i$ the four bond vectors of a cell and $b_i$ their lengths, its energy is
\begin{equation}
E=\sum_{i=1}^{4}\left[1-e^{-3(b_i-1)}\right]^2
+0.3\sum_{i<j}\left(\mathbf b_i\!\cdot\!\mathbf b_j+\tfrac13\right)^2 .
\label{eq:model}
\end{equation}
In the exponential, $e$ is the base of natural logarithms. The first sum is a Morse energy for stretching; the second resists changes of bond angles and also of bond lengths. Strain along one axis, together with one shear strain, gave
\begin{equation}
\frac{p}{\omega_0^2}=-0.8750,\quad
\frac{q}{\omega_0^2}=-2.8750,\quad
\frac{r}{\omega_0^2}=0.5312 ,
\end{equation}
where $\omega_0$ is the common unstrained frequency. These are not predictions for silicon.

In the numerical output, "control, unequal response" refers to this crystal first stretched by 1% along $x$ and then given equal added strains along all axes. It is the difference between the rates of change of $\omega^2/\omega_0^2$ for the phonons polarized along $x$ and $y$.

\section{The Grüneisen parameter and what a Raman line measures}

\textbf{Q.} Let me collect what I am carrying forward. Which symbols and results do we need?

\textbf{A.} The unstrained phonons share the angular frequency $\omega_0$. The strain $e_{ij}$ is positive for tension. It changes the matrix of squared frequencies from $\omega_0^2I$ to $\omega_0^2I+K$, where
\begin{equation}
K_{11}=p\,e_{11}+q(e_{22}+e_{33}),\qquad K_{12}=2r\,e_{12},
\label{eq:again}
\end{equation}
and cyclically. The eigenvalues of $K$ are $\lambda=\omega^2-\omega_0^2$. For hydrostatic strain $e$, all three are $\lambda=(p+2q)e$ to first order.

\textbf{Q.} A spectrometer shows a frequency, not its square. How do you take the root?

\textbf{A.} Factor out $\omega_0$ and use $\sqrt{1+x}=1+x/2-x^2/8+\dots$ with $x=\lambda/\omega_0^2$:
\begin{equation}
\omega=\omega_0\sqrt{1+\frac{\lambda}{\omega_0^2}}
\simeq\omega_0+\frac{\lambda}{2\omega_0}.
\end{equation}
For hydrostatic strain the shift is
\begin{equation}
\delta\omega=\frac{(p+2q)\,e}{2\omega_0}.
\label{eq:shift}
\end{equation}

\textbf{Q.} People usually quote a Grüneisen parameter instead. How is it related to $p$ and $q$?

\textbf{A.} The mode Grüneisen parameter compares the fractional change of frequency with that of the volume $V$:
\begin{equation}
\gamma=-\frac{d\ln\omega}{d\ln V}.
\end{equation}
I evaluate it at zero strain. Since $\ln\omega=\frac12\ln\omega^2$,
\begin{equation}
\left.\frac{d\ln\omega}{de}\right|_0
=\frac{1}{2\omega_0^2}\left.\frac{d\omega^2}{de}\right|_0
=\frac{p+2q}{2\omega_0^2}.
\end{equation}
Each edge of the crystal is multiplied by $1+e$, so $V=V_0(1+e)^3$ and
\begin{equation}
\left.\frac{d\ln V}{de}\right|_0=\left.\frac{3}{1+e}\right|_0=3 .
\end{equation}
Dividing the first derivative by the second and changing the sign gives
\begin{equation}
\boxed{\gamma=-\frac{p+2q}{6\omega_0^2}} .
\label{eq:gamma}
\end{equation}
The 6 is the product of the 2 from the square root and the 3 from the volume. At zero strain no small term has been dropped. Approximation enters when this slope is used over a finite change:
\begin{equation}
\delta\omega\simeq-\gamma\,\omega_0\,\frac{\delta V}{V}.
\label{eq:use}
\end{equation}
If $p$ and $q$ are quoted already divided by $\omega_0^2$, the division in equation (\ref{eq:gamma}) must not be repeated.

\textbf{Q.} Did the model crystal confirm this, or did you put the same numbers in twice?

\textbf{A.} The two sides came from different deformations. Strain along one axis gave $p/\omega_0^2=-0.8750$ and $q/\omega_0^2=-2.8750$, and hence
\begin{equation}
\gamma=\frac{0.8750+2(2.8750)}{6}=1.1042 .
\end{equation}
Separately, the crystal was expanded and compressed hydrostatically by $10^{-4}$, and $\gamma$ was taken from the changes of $\ln\omega$ and $\ln V$. Each of the three modes gave 1.104167, the same as the formula to the six decimals printed.

\textbf{Q.} Why should compression raise the frequency at all? Symmetry cannot tell you the sign of $p+2q$.

\textbf{A.} It cannot; the sign depends on the bonds. Consider bonds with energy $v(b)$ and no angle forces. For unit vectors $\mathbf n$ along the bonds, the second derivatives of the energy per cell are
\begin{equation}
\Phi=\sum_{\rm bonds}\left[v''\,\mathbf n\mathbf n^T
+\frac{v'}{b}(I-\mathbf n\mathbf n^T)\right]
=\frac43\left(v''+\frac{2v'}{b}\right)I .
\end{equation}
The last step uses $\sum\mathbf n\mathbf n^T=\frac43I$ for the four tetrahedral directions. Put $b=b_0(1+e)$, where $b_0$ is the length at which $v'=0$. Then
\begin{equation}
\left.\frac{d\Phi}{de}\right|_0=\frac43\left(b_0v'''+2v''\right)I .
\end{equation}
Division by $\Phi(0)=\frac43v''I$ gives $(p+2q)/\omega_0^2=b_0v'''/v''+2$, and therefore
\begin{equation}
\gamma=-\frac16\left(\frac{b_0v'''}{v''}+2\right).
\end{equation}
A real bond is usually stiffer when shortened, so $v'''$ is negative. If $b_0|v'''|/v''$ exceeds 2, compression raises the frequency. A purely harmonic bond, with $v'''=0$, would give $\gamma=-1/3$. For the Morse bond of the model, $b_0v'''/v''=-9$ and $\gamma=7/6$. The second sum in equation (\ref{eq:model}) lowers this to the 1.104 found above.

\textbf{Q.} Now give me silicon. What does a pressure of 1 GPa do to the line?

\textbf{A.} I take rough room-temperature values: a line at $520\ \mathrm{cm^{-1}}$, $p/\omega_0^2=-1.8$, $q/\omega_0^2=-2.3$, and elastic constants $C_{11}=170$ GPa and $C_{12}=64$ GPa. In angular units $\omega_0=9.795\times10^{13}\ \mathrm{rad/s}$, so $p=-1.727\times10^{28}\ \mathrm{s^{-2}}$ and $q=-2.207\times10^{28}\ \mathrm{s^{-2}}$. Equation (\ref{eq:gamma}) gives
\begin{equation}
\gamma=\frac{1.8+2(2.3)}{6}=1.067 .
\end{equation}
Hydrostatic pressure $P$ means a normal stress $-P$ on every face. In a stable cubic crystal the resulting strain is also equal along the axes, so $-P=(C_{11}+2C_{12})e$ and
\begin{equation}
e=-\frac{1.0}{170+2(64)}=-0.3356\% .
\end{equation}
To first order, $\delta V/V=3e=-1.0067\%$. From equation (\ref{eq:use}),
\begin{equation}
\delta\omega=-1.0667\times520\times(-0.010067)
=5.58\ \mathrm{cm^{-1}} .
\end{equation}
All three phonons move up by this amount. Keeping the square root gives $5.55\ \mathrm{cm^{-1}}$.

\textbf{Q.} How many of those digits would you defend?

\textbf{A.} About one and a half. An error of 10\% in $p+2q$, which is a reasonable allowance for such rough inputs, moves the result by $0.56\ \mathrm{cm^{-1}}$. That is larger than each of the other effects estimated in this answer.

The next is heating by the laser. At a rough $-0.02\ \mathrm{cm^{-1}}$ per kelvin, a rise of 10 K shifts the line by $-0.20\ \mathrm{cm^{-1}}$. Silicon also stiffens under pressure. If its bulk modulus, $B=99.3$ GPa here, grows with the rough slope $B'=4$, integrating $d\ln V=-dP/(B+B'P)$ gives $V/V_0=(1+B'P/B)^{-1/B'}$. Putting this $V/V_0-1$ into equation (\ref{eq:use}) in place of $3e$ changes the shift by $-0.14\ \mathrm{cm^{-1}}$. About $-0.11\ \mathrm{cm^{-1}}$ of that comes from the stiffening. The remaining $-0.03\ \mathrm{cm^{-1}}$ is present even for $B'=0$, where $V/V_0-1=e^{-P/B}-1$ already differs from $-P/B$.

The square root contributes $-0.03\ \mathrm{cm^{-1}}$. Terms beyond first order in strain are not known from $p$ and $q$. In the model crystal they amount to $+0.02\ \mathrm{cm^{-1}}$ at this strain, scaled to the silicon line. That figure includes the model's own square-root term, so the two should not be added.

\textbf{Q.} A real pressure cell is never perfectly hydrostatic, and light does have a wavevector. Do those split the line?

\textbf{A.} They can, but weakly here. Let an extra stress $\sigma=0.05$ GPa act along $z$. Subtracting the elastic equations for $x$ and $z$ gives $e_{33}-e_{11}=\sigma/(C_{11}-C_{12})$. Equation (\ref{eq:again}) gives $K_{33}-K_{11}=(p-q)(e_{33}-e_{11})$, so the splitting is
\begin{equation}
\frac{520}{2}\times(2.3-1.8)\times\frac{0.05}{170-64}
=0.06\ \mathrm{cm^{-1}} .
\end{equation}
The direction of the stress matters. Along $(1,1,1)$ it produces three equal shears $e_{12}=\sigma/(6C_{44})$, and the eigenvalues of $K$ differ by $3\times2|r|e_{12}=|r|\sigma/C_{44}$. With rough values $r/\omega_0^2=-0.7$ and $C_{44}=80$ GPa, the splitting is $0.11\ \mathrm{cm^{-1}}$. For 532 nm light in backscattering along a cube axis, with refractive index 4.1 and lattice constant 0.54 nm, the phonon wavevector is $2(4.1)(0.54)/532=0.8\%$ of the way to the zone edge. Call this fraction $\xi$. For the longitudinal phonon I assume $\omega^2=\omega_0^2-(\omega_0^2-\omega_{\rm edge}^2)[1-\cos(\pi\xi/2)]$, with a rough edge value of $410\ \mathrm{cm^{-1}}$. This lowers it by $0.008\ \mathrm{cm^{-1}}$. The transverse phonons follow their own curve, which is not modelled here, so this figure is the shift of one phonon and not the splitting.

\textbf{Q.} And free carriers? Device silicon is doped.

\textbf{A.} Free holes can soften the optical phonons, and the formula for $\gamma$ does not include this. I take a rough shift of $-3\ \mathrm{cm^{-1}}$ at $10^{20}$ holes per $\mathrm{cm^3}$ and assume that it scales linearly with density. At $10^{16}\ \mathrm{cm^{-3}}$ it is then $-3\times10^{-4}\ \mathrm{cm^{-1}}$ and can be ignored. At $10^{20}\ \mathrm{cm^{-3}}$ the assumed value is about half of the shift from 1 GPa, with the opposite sign. At such densities the line also broadens into an asymmetric (Fano) shape whose maximum can lie a $\mathrm{cm^{-1}}$ or more from the phonon frequency, and the dopant atoms strain the lattice themselves. In a heavily doped region, the line position alone cannot separate strain from carriers.

\textbf{Q.} Films are not squeezed from all sides. They are stretched in their plane. Can I still obtain the volume change from $\gamma$?

\textbf{A.} Yes, from the mean of the three shifts, to first order. Adding the diagonal elements in equation (\ref{eq:again}), each strain appears once with $p$ and twice with $q$:
\begin{equation}
\sum_{i=1}^3\lambda_i=\mathrm{tr}\,K=(p+2q)(e_{11}+e_{22}+e_{33}).
\end{equation}
The trace equals the sum of the eigenvalues even when shear is present, and the sum of the normal strains is $\delta V/V$ to first order. Dividing by 3 for the mean and by $2\omega_0$ for the frequency gives
\begin{equation}
\overline{\delta\omega}=\frac{p+2q}{6\omega_0}\frac{\delta V}{V}
=-\gamma\omega_0\frac{\delta V}{V}.
\label{eq:mean}
\end{equation}

\textbf{Q.} Try it on a film.

\textbf{A.} Take a (001) film with equal in-plane strain $e_\parallel=0.5\%$ and a free surface. Zero normal stress requires $C_{11}e_\perp+2C_{12}e_\parallel=0$, so
\begin{equation}
e_\perp=-\frac{2(64)}{170}\times0.5\%=-0.3765\% .
\end{equation}
The in-plane stress is 0.93 GPa. There is no shear, so $K$ is diagonal. For the phonon polarized along the normal, and for the pair polarized in the plane,
\begin{align}
\frac{\lambda_\perp}{\omega_0^2}&=-1.8(-0.003765)-2(2.3)(0.005)=-0.0162,\\
\frac{\lambda_\parallel}{\omega_0^2}&=-1.8(0.005)-2.3(0.005-0.003765)=-0.0118 .
\end{align}
With the square root kept, the singlet shifts by $-4.235\ \mathrm{cm^{-1}}$ and the doublet by $-3.088\ \mathrm{cm^{-1}}$. I keep extra digits to compare the two routes to the mean:
\begin{equation}
\frac{2(-3.088)-4.235}{3}=-3.470\ \mathrm{cm^{-1}} .
\end{equation}
The volume change is $2(0.5\%)-0.3765\%=0.6235\%$, for which equation (\ref{eq:mean}) gives $-3.459\ \mathrm{cm^{-1}}$. The small difference comes from the square root.

\textbf{Q.} But my microscope shows one line from such a film. Which one is it?

\textbf{A.} In ideal backscattering along the normal, it is the singlet. A phonon scatters light by changing the polarizability, $\delta\alpha_{ij}=\sum_kA_{ijk}u_k$. The three half-turns survive in this film. They require the counts of labels 1, 2 and 3 among $i,j,k$ to be all even or all odd. Three indices cannot have three even counts, so each label occurs once. The phonon along $z$ therefore couples $x$ and $y$ fields, while an in-plane phonon needs a field along $z$. Light travelling along $z$ has no such field. A lens of wide aperture supplies some, and the doublet can then contribute.

\textbf{Q.} What if I put that single shift into the hydrostatic formula?

\textbf{A.} You would infer
\begin{equation}
\frac{\delta V}{V}=\frac{4.235}{1.067\times520}\simeq0.76\%
\end{equation}
instead of 0.62\%, an overestimate of about 22\% relative to the true value. This figure rests on the small difference $p-q$: errors of 10\% in $p$ and $q$ in opposite directions move it between 4\% and 39\%. The reason appears when the strain is separated into its mean and the remainder. For strain without shear,
\begin{align}
\lambda_i&=p\,e_{ii}+q\left(\mathrm{tr}\,e-e_{ii}\right)
=(p-q)e_{ii}+q\,\mathrm{tr}\,e\nonumber\\
&=\frac{p+2q}{3}\,\mathrm{tr}\,e
+(p-q)\left(e_{ii}-\frac{\mathrm{tr}\,e}{3}\right).
\end{align}
The first term is the common hydrostatic shift. The second differs between modes and sums to zero. Without shear, a single line gives the volume change directly if the second term vanishes, as it does for hydrostatic strain or if $p=q$. In the film it does not vanish. If the film is known to have equal in-plane strains, no shear and a free surface, the singlet can still be used: put $e_\perp=-2(C_{12}/C_{11})e_\parallel$ into $\lambda_\perp=p\,e_\perp+2q\,e_\parallel$ and solve for $e_\parallel$.

\textbf{Q.} How close is all this to a real device?

\textbf{A.} The inputs are ordinary rough values for silicon, and a strain of 0.5\% is within the range used in strained-silicon layers. The measured pressure shift of the bulk line is roughly $5\ \mathrm{cm^{-1}}$ per GPa, so the calculated 5.6 is of the right size and somewhat high, by an amount comparable with the 10\% allowed for $p+2q$. A film stretched in its plane breaks the assumption of hydrostatic strain; making that assumption anyway put the volume change of the film above wrong by about 22\% with these inputs, a figure that depends strongly on $p-q$. Near heavily doped contacts, carriers may shift the line by several $\mathrm{cm^{-1}}$, and a strain that varies across the laser spot can broaden the line. The numerical output lists the inputs and the separate estimates, so each can be replaced by values for a particular sample.

\section*{Numbers as computed}
\begin{verbatim}
MODEL CRYSTAL (dimensionless)
Morse exponent x bond length: 3.0
angle strength / well depth: 0.3
p, q, r over omega0^2: -0.8750, -2.8750, 0.5312
gamma from p and q: 1.104167
gamma of 3 modes, definition: [1.104167 1.104167 1.104167]
test strain: 0.010
omega^2/omega0^2 spread, hydrostatic: 0.0e+00
omega^2/omega0^2 spread, uniaxial: 0.01936
control, unequal response: 0.1994
shear displacement/bond: 0.01010
SILICON, 1 GPa CASE (rough inputs)
unstrained line: 520 cm^-1
omega0: 9.7950e+13 rad/s
p/omega0^2, q/omega0^2: -1.8, -2.3
p, q: -1.727e+28, -2.207e+28 s^-2
gamma: 1.0667
C11, C12: 170, 64 GPa
bulk modulus: 99.33 GPa
pressure: 1.0 GPa
linear strain e: -0.3356 %
volume change: -1.0067 %
lambda/omega0^2: 0.02148
line shift, linear formula: 5.584 cm^-1
line shift, square root: 5.554 cm^-1
SILICON FILM, BIAXIAL TENSION
in-plane strain: 0.500 %
normal strain: -0.3765 %
in-plane stress: 0.929 GPa
doublet shift: -3.088 cm^-1
singlet shift: -4.235 cm^-1
mean of three shifts: -3.470 cm^-1
mean from gamma: -3.459 cm^-1
true volume change: 0.6235 %
volume change misread from singlet: 0.7636 %
NEGLECTED EFFECTS, 1 GPa CASE (cm^-1)
10% error in p+2q: +/-0.558
square root: -0.0297
elastic stiffening, B'=4: -0.1364
higher-order strain, model crystal: 0.0241
heating 10 K at -0.02 per K: -0.200
splitting, 0.05 GPa uniaxial: 0.0613
laser 532 nm, index 4.1
lattice 0.54 nm, edge line 410 cm^-1
finite light wavevector: -0.0084
hole density: 1e+16 cm^-3
rough shift at 1e+20 cm^-3: -3.0
carriers, scaled linearly: -3.0e-04
\end{verbatim}
